# The spurious plane-wave stress at fixed basis number

## An isolated well in a large cell

Place one attractive well that binds an electron in a periodic cell of volume $\Omega$, with the cell much larger than the bound state. Expand the state in plane waves with kinetic energy up to a cutoff $E_c$. The allowed wave vectors form a grid in momentum space, fine compared with the scale on which the Fourier transform of the bound state varies. Sums over the grid may then be replaced by integrals over a sphere whose radius depends on $E_c$ alone. The energy is a function $e(E_c)$ that does not contain the volume, so at fixed cutoff the pressure vanishes, as it should for an isolated object.

Now keep the list of plane waves instead of the cutoff. Each wave is labelled by three integers, and its wave vector is inversely proportional to the cell edge. When the cell grows from $\Omega_0$ to $\Omega$, every wave vector shrinks by $(\Omega_0/\Omega)^{1/3}$ and every kinetic energy by the square of that factor. The same list now reaches only up to $E_c(\Omega_0/\Omega)^{2/3}$, and the energy is

$$E_{\rm list}(\Omega)=e\!\left(E_c(\Omega_0/\Omega)^{2/3}\right).\tag{1}$$

Differentiation at $\Omega=\Omega_0$ gives a pressure

$$P=-\frac{dE_{\rm list}}{d\Omega}\bigg|_{\Omega_0}=\frac{2}{3}\frac{E_c}{\Omega_0}\,e'(E_c).\tag{2}$$

The two minus signs, one from the definition of pressure and one from the exponent $-2/3$, have cancelled. Since a better basis lowers the energy, $e'\le 0$ and this pressure is negative or zero. The isolated well appears to pull the cell inward, because expansion makes the basis coarser and so costs energy. In the general case the pressure at fixed cutoff is added to this effect.

## Two pressures

Consider a periodic crystal with total energy $E$ per cell, obtained by minimizing an energy functional. The basis at each Bloch vector $\mathbf k$ contains all plane waves with

$$\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\le E_c .\tag{3}$$

The strain is isotropic. Atoms keep their fractional coordinates, $\mathbf k$ keeps its coordinates in units of the reciprocal lattice vectors, and occupations are fixed, as in an insulator with filled bands. Two pressures can be defined:

$$P_N=-\left(\frac{dE}{d\Omega}\right)_{\rm list},\qquad P_c=-\left(\frac{\partial E}{\partial\Omega}\right)_{E_c}.\tag{4}$$

The first holds the integer triples fixed, and with them the basis number $N$. The second holds the cutoff fixed, so that plane waves enter as the cell grows.

For the stress I use $\sigma_{\alpha\beta}=\Omega^{-1}\partial E/\partial\varepsilon_{\alpha\beta}$. An isotropic strain $\varepsilon_{\alpha\beta}=\eta\,\delta_{\alpha\beta}$ changes the energy by $dE=\Omega\,{\rm tr}\,\sigma\,d\eta$ and the volume by $d\Omega=3\Omega\,d\eta$. Hence

$$\frac{1}{3}{\rm tr}\,\sigma=\frac{dE}{d\Omega}=-P .\tag{5}$$

In a cubic crystal the stress is isotropic and (5) describes all of it. In lower symmetry the argument below fixes the trace and leaves the other components open.

## Why the analytic stress is the fixed-list derivative

Write the orbital at $\mathbf k$ as $\psi_{\mathbf k}=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf k\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$. With this prefactor the normalization reads $\sum_{\mathbf G}|c_{\mathbf k\mathbf G}|^2=1$ and does not involve the volume. For one doubly occupied band with mesh weights $w_{\mathbf k}$, the minimum condition is

$$\frac{\partial E}{\partial c^*_{\mathbf k\mathbf G}}=2w_{\mathbf k}\,\epsilon_{\mathbf k}\,c_{\mathbf k\mathbf G},\tag{6}$$

where $\epsilon_{\mathbf k}$ is the Lagrange multiplier of the normalization. When the volume changes at fixed list, the coefficients respond, and their response contributes

$$\sum_{\mathbf k\mathbf G}\left(\frac{\partial E}{\partial c^*_{\mathbf k\mathbf G}}\frac{dc^*_{\mathbf k\mathbf G}}{d\Omega}+{\rm c.c.}\right)=\sum_{\mathbf k}2w_{\mathbf k}\epsilon_{\mathbf k}\frac{d}{d\Omega}\sum_{\mathbf G}|c_{\mathbf k\mathbf G}|^2=0 .\tag{7}$$

Only the explicit volume dependence at constant coefficients survives. A stress formula built from that dependence therefore returns $P_N$. It knows nothing of plane waves that would enter or leave at constant cutoff.

## The relation between the pressures

By (3), at fixed integers $|\mathbf k+\mathbf G|^2\propto\Omega^{-2/3}$. Whether a given triple is in the list therefore depends on cutoff and volume through one combination,

$$x=E_c\,\Omega^{2/3}.\tag{8}$$

The energy can be written as $E=F(\Omega,x)$, where the first argument carries the explicit volume dependence and the second selects the list. At a single $\mathbf k$, $F$ is a staircase in $x$. I assume a mesh dense enough for $F$ and its volume derivative to be represented by smooth functions of $x$.

Holding the list means holding $x$. From $x=$ constant,

$$0=\frac{dE_c}{E_c}+\frac{2}{3}\frac{d\Omega}{\Omega}\quad\Rightarrow\quad\left(\frac{dE_c}{d\Omega}\right)_{\rm list}=-\frac{2E_c}{3\Omega}.\tag{9}$$

The chain rule for $E(\Omega,E_c)$ along this path gives

$$\left(\frac{dE}{d\Omega}\right)_{\rm list}=\left(\frac{\partial E}{\partial\Omega}\right)_{E_c}-\frac{2E_c}{3\Omega}\frac{\partial E}{\partial E_c}.\tag{10}$$

Multiplying by $-1$ and using (4),

$$\boxed{P_N-P_c=\frac{2}{3}\frac{E_c}{\Omega}\frac{\partial E}{\partial E_c}\le 0}\tag{11}$$

The sign follows from the variational principle: the basis of a larger cutoff contains that of a smaller one, so the minimum cannot rise. By (5), the spurious part of $\tfrac13{\rm tr}\,\sigma$ is $-\tfrac23(E_c/\Omega)\,\partial E/\partial E_c\ge0$. Its magnitude is two thirds of cutoff over volume times the magnitude of the cutoff derivative.

**Uniform limit.** If the potential is constant, each occupied orbital is a single plane wave. Once the occupied waves are in the list, adding others changes nothing, $\partial E/\partial E_c=0$, and the two pressures agree. The wave vectors still scale with the cell, but the kinetic pressure $2T/(3\Omega)$ that results, with $T$ the kinetic energy, is physical. The spurious part comes from incompleteness of the basis.

## What the correction leaves over

Relation (11) compares two pressures that both belong to a finite basis. To compare with the complete basis, define the energy error and the converged pressure,

$$\Delta(\Omega,E_c)=E(\Omega,E_c)-E(\Omega,\infty)\ge0,\qquad P_\infty=-\frac{dE(\Omega,\infty)}{d\Omega}.\tag{12}$$

Differentiating $\Delta$ at fixed cutoff gives $P_c-P_\infty=-(\partial\Delta/\partial\Omega)_{E_c}$. Adding (11), and noting that $\partial E/\partial E_c=\partial\Delta/\partial E_c$ because $E(\Omega,\infty)$ has no cutoff dependence,

$$P_N-P_\infty=\frac{2}{3}\frac{E_c}{\Omega}\frac{\partial\Delta}{\partial E_c}-\left(\frac{\partial\Delta}{\partial\Omega}\right)_{E_c}.\tag{13}$$

The correction removes the first term. The second vanishes for the isolated well of the opening, where $\Delta$ depends on $E_c$ alone. It should stay small when the missing high-momentum components belong to regions near the atoms that change little with the lattice constant. It need not be small if compression alters those regions.

The first term also shows how pressure and energy converge relative to each other. With the local exponent $p=-\partial\ln\Delta/\partial\ln E_c$,

$$P_N-P_c=-\frac{2p}{3}\frac{\Delta}{\Omega}.\tag{14}$$

If $\Delta$ falls as a fixed power of $E_c$, $p$ is constant and the spurious pressure falls in step with the energy error. If $\Delta$ falls faster than any power, $p$ cannot stay bounded as the cutoff grows, though it need not rise monotonically. Wherever it rises, the pressure lags behind the energy.

## A self-consistent model crystal

The model is a simple cubic crystal with $a=5$ bohr, so $\Omega=125$ bohr³. Each cell holds a well $-V_0e^{-r^2/w^2}$ with $V_0=5$ Ha and $w=1$ bohr, and two electrons fill the lowest band. They interact through a contact mean field $g\,n(\mathbf r)$, where $n$ is the density and $g=1$ Ha bohr³. These round parameters describe no particular material, but the energy is a nonlinear functional of the density and is minimized self-consistently, as the derivation requires.

In atomic units, let $N_{\mathbf G}$ be the Fourier coefficients of $\Omega n(\mathbf r)$, so that $N_0=2$. They are sums of products of the coefficients $c_{\mathbf k\mathbf G}$ and do not depend explicitly on $\Omega$. The energy is

$$E=T+\frac1\Omega\sum_{\mathbf G}N_{\mathbf G}v_{\mathbf G}+\frac{g}{2\Omega}\sum_{\mathbf G}N_{\mathbf G}^2,\qquad v_{\mathbf G}=-V_0\pi^{3/2}w^3e^{-w^2G^2/4}.\tag{15}$$

The $N_{\mathbf G}$ are real because the crystal has inversion symmetry. At fixed coefficients:

- The kinetic energy scales as $\Omega^{-2/3}$, so $-dT/d\Omega=2T/(3\Omega)$.
- The last term, $E_{\rm int}$, scales as $\Omega^{-1}$ and contributes $E_{\rm int}/\Omega$.
- For the well term, $dG^2/d\Omega=-2G^2/(3\Omega)$, and therefore

$$-\frac{d}{d\Omega}\frac{v_{\mathbf G}}{\Omega}=\frac{v_{\mathbf G}}{\Omega^2}-\frac{v_{\mathbf G}}{\Omega}\left(-\frac{w^2}{4}\right)\left(-\frac{2G^2}{3\Omega}\right)=\frac{v_{\mathbf G}}{\Omega^2}\left(1-\frac{w^2G^2}{6}\right).\tag{16}$$

The analytic pressure is the sum

$$P_N=\frac{2T}{3\Omega}+\frac{1}{\Omega^2}\sum_{\mathbf G}N_{\mathbf G}v_{\mathbf G}\left(1-\frac{w^2G^2}{6}\right)+\frac{E_{\rm int}}{\Omega}.\tag{17}$$

**Pressure at fixed list.** The Hamiltonian is diagonalized on a shifted $10\times10\times10$ mesh with $E_c=6$ Ha. The basis holds 87.6 plane waves on average, close to the sphere estimate $\Omega(2E_c)^{3/2}/(6\pi^2)=87.75$. With $T=2.0856$ Ha and $E_{\rm int}=0.2117$ Ha, the kinetic and interaction terms of (17) are $11.123$ and $1.694$ mHa/bohr³. The sum is $P_N=-1.768$ mHa/bohr³, so the well term is $-14.585$ mHa/bohr³. Central differences of the energy at fixed list, with volume steps of 0.2 %, also give $-1.768$ mHa/bohr³.

**Pressure at fixed cutoff.** The energy is computed at nine volumes from 107.6 to 145.2 bohr³, with the list chosen afresh at each. A cubic polynomial in $\ln\Omega$ gives $P_c=-0.0005$ mHa/bohr³ at the central volume. The difference is

$$P_N-P_c=-1.768\ {\rm mHa/bohr^3}=-52.0\ {\rm GPa}.\tag{18}$$

**Prediction.** A separate scan at $\Omega=125$ bohr³ uses nine cutoffs from 5.322 to 6.765 Ha, over which the energy falls from $-2.1105$ to $-2.1896$ Ha. A cubic polynomial in $\ln E_c$ gives $E_c\,\partial E/\partial E_c=-0.3307$ Ha at 6 Ha. Relation (11) then predicts

$$\frac{2}{3}\times\frac{-0.3307\ {\rm Ha}}{125\ {\rm bohr^3}}=-1.764\ {\rm mHa/bohr^3}=-51.9\ {\rm GPa}.\tag{19}$$

The measured difference exceeds the prediction by 0.2 % in magnitude. Both sides come from fits to energies that retain small steps on a finite mesh. On this mesh the fitted $P_c$ can shift by about 0.06 mHa/bohr³, or 3 % of the difference, when the range and the sampled volumes are changed, and by more on coarser meshes, so an agreement of 0.2 % is much closer than the method guarantees.

At this cutoff nearly the whole analytic pressure is spurious. At fixed cutoff the pressure at 125 bohr³ is close to zero, while the stress formula reports a tension of about 52 GPa. The small $P_c$ does not mark an equilibrium volume. The wells barely overlap, and the converged energy rises by only about 0.0004 Ha from 107.6 to 145.2 bohr³, with no minimum in between. The model is thus close to the isolated well of the opening, and it says little about the second term of (13) in a bonded solid.

## When the volume step is too small

The pressure $P_c$ belongs to the smoothed energy curve, and a short finite difference can miss it. Take the single point $\mathbf k=(\tfrac14,\tfrac14,\tfrac14)$ in units of $2\pi/a$. A triple $\mathbf m$ is in the list if

$$16\,|\mathbf m+\mathbf k|^2\le 16\times\frac{2E_ca^2}{(2\pi)^2}=121.6 .\tag{20}$$

The left side is a sum of three odd squares. Each leaves remainder 1 on division by 8, so the sum leaves remainder 3. The candidates nearest the threshold are 115 and 123. A volume change of 0.1 % moves the threshold by only 0.07 %, or about 0.08, and no plane wave enters or leaves.

The slope at nominally constant cutoff must then equal the fixed-list slope. The numbers show this: differences over $\pm0.1$ % give $-1.874$ mHa/bohr³, the same as the analytic pressure for this $\mathbf k$. Between steps of the staircase the slope is that of $P_N$. The downward steps, where waves enter on expansion, supply the rest of the average slope. An energy-volume fit therefore needs a range that spans many steps, together with a dense mesh.

## Convergence and the corrected pressure

At $E_c=9$ Ha the analytic pressure is $-0.499$ mHa/bohr³. A seven-point cutoff scan gives $E_c\,\partial E/\partial E_c=-0.0933$ Ha, so the predicted spurious part is $-0.497$ mHa/bohr³, or $-14.6$ GPa.

A calculation at 20 Ha on a $4\times4\times4$ mesh serves as reference, with energy $-2.2535$ Ha. Relative to it, the energy error is 0.0987 Ha at 6 Ha and 0.0187 Ha at 9 Ha, a fall by a factor of 5.3. The spurious pressure falls by a factor of only 3.5. Equation (14) accounts for the difference: the exponent $p$, the ratio of $-E_c\,\partial E/\partial E_c$ to $\Delta$, rises from $0.3307/0.0987=3.4$ to $0.0933/0.0187=5.0$.

Subtracting the predicted spurious part from $P_N$ gives these pressures in mHa/bohr³:

| $E_c$ (Ha) | $P_N$ | corrected |
|---|---|---|
| 6 | $-1.768$ | $-0.005$ |
| 9 | $-0.499$ | $-0.001$ |

The uncorrected reference pressure is $-0.006$ mHa/bohr³ at 20 Ha, after $-0.023$ at 16 Ha. The corrected values differ from the 20 Ha value by 0.002 and 0.005 mHa/bohr³, with the larger difference at the higher cutoff. This order carries no information about the correction, because the predicted spurious part is a fit across the same steps that limit $P_c$, and the reference is itself a fixed-list pressure that still moved by 0.017 mHa/bohr³ between 16 and 20 Ha. The data support a converged pressure within roughly 0.01 mHa/bohr³ of zero and do not resolve the second term of (13).

## Consequences for cell relaxation

Suppose $P_c=0$ at volume $\Omega_0$, and the cell is relaxed with the list chosen there. The analytic pressure at the start is the spurious part $P_s\le0$ of (11). Let $B_N=-\Omega\,dP_N/d\Omega>0$ be the bulk modulus at fixed list. To first order $P_N(\Omega)=P_s-B_N\ln(\Omega/\Omega_0)$, which vanishes at

$$\ln\frac{\Omega}{\Omega_0}=\frac{P_s}{B_N}\le0 .\tag{21}$$

The relaxed cell is too small. For a given spurious pressure the relative error is larger in a softer crystal. The linear estimate requires $|P_s|\ll B_N$. The model crystal at 6 Ha does not meet this condition, since its $B_N$ is smaller than $|P_s|$, and (21) should not be applied to it.

Restarting with a new list at the relaxed volume does not remove the error, since (11) applies to the new list as well. Three remedies follow from the derivation. One can raise the cutoff until $\tfrac23(E_c/\Omega)|\partial E/\partial E_c|$ is below the pressure accuracy required. One can subtract the spurious part, found from a cutoff scan that spans many steps of the staircase on a dense mesh. Or one can fit energies at fixed cutoff over a wide volume range, which gives $P_c$ directly. None of the three removes the volume dependence of $\Delta$ in (13), so the cutoff must also be high enough for that term to be harmless.
